Induction time of HF-nitric silicon etching with a nitrous acid autocatalyst

A silicon wafer placed under a fresh mixture of hydrofluoric and nitric acid may dissolve very slowly at first and then, minutes later, quickly. A small addition of sodium nitrite shortens the wait. Nitrite becomes nitrous acid in the mixture, and nitrous acid helps nitric acid to oxidize silicon while more nitrous acid is formed. The question is how the waiting time depends on the amount added, when the nitric acid that feeds the process is finite.

**The reaction and its count**

The model uses the following cycle:

HNO2 + HNO3 → N2O4 + H2O
N2O4 → 2 NO2
2 NO2 + Si → 2 NO2⁻ + Si(II)
2 NO2⁻ + 2 H⁺ → 2 HNO2

Here Si(II) stands for silicon that has lost two electrons. One HNO2 enters the cycle and two leave it. Adding the four lines and cancelling what appears on both sides gives

HNO3 + Si + 2 H⁺ → HNO2 + Si(II) + H2O. (1)

Each turn therefore consumes one nitric acid molecule and yields a net gain of one nitrous acid molecule. The cycle is a simplified scheme: real etchants also form NO and other nitrogen species, so this count and the rate law below are assumptions of the model, not measured facts. Si(II) is assumed to complete its oxidation by releasing hydrogen, after which HF carries the silicon away as H2SiF6. The mixture is taken to be rich in HF, so that oxidation, not removal of the oxide, sets the rate.

Let a(t) and b(t) be the concentrations of nitric and nitrous acid, with initial values a0 and b0. The added nitrite is counted in b0, because it is protonated almost completely in strong acid. The liquid is well mixed and at constant temperature, and the first step of the cycle is slow and irreversible. The number of turns per unit volume and time is then k a b: first order in the autocatalyst and first order in nitric acid. The balances are

da/dt = −k a b,  db/dt = +k a b. (2)

If the slow step takes place at the wafer, its rate per area is k_s a b. Dividing by the liquid volume per wafer area, h, gives k = k_s/h. In that case k belongs to the wafer and its liquid layer together, not to the acid alone.

**Solution for finite nitric acid**

The sum of the two equations (2) is zero, so

a + b = a0 + b0 ≡ c0. (3)

Substituting a = c0 − b in the second equation leaves one unknown:

db/dt = k b (c0 − b). (4)

To separate the variables, use the identity

1/[b(c0 − b)] = (1/c0)[1/b + 1/(c0 − b)],

which is confirmed by putting the right side over a common denominator. Equation (4) becomes

[1/b + 1/(c0 − b)] db = k c0 dt.

The integral of 1/(c0 − b) is −ln(c0 − b). Integrating from b0 at time zero to b at time t, and using c0 − b0 = a0, gives

ln[b/(c0 − b)] − ln(b0/a0) = k c0 t. (5)

Exponentiating and solving for b gives the logistic curve

b(t) = c0 / [1 + (a0/b0) exp(−k c0 t)]. (6)

Define the induction time t* as the time at which b reaches a fixed level b*, with b0 < b* < c0. Setting b = b* in (5) gives

t* = (1/(k c0)) ln[a0 b* / (b0 (c0 − b*))]. (7)

This is the full result of the model. It is not purely logarithmic in b0, because c0 also contains b0.

**The logarithmic law and its first correction**

Hold a0 and b* fixed and let b0 be much smaller than both a0 and a0 − b*. Write

L = ln[a0 b* / (b0 (a0 − b*))],  γ = k a0. (8)

Two factors in (7) must be expanded to first order in b0:

1/(k c0) = (1/γ)(1 − b0/a0 + …),

ln(c0 − b*) = ln(a0 − b*) + b0/(a0 − b*) + … .

The second logarithm enters (7) with a minus sign. Multiplying the two expansions and keeping terms of first order in b0 gives

t* = L/γ − (b0/γ)[L/a0 + 1/(a0 − b*)] + … . (9)

The leading term is the logarithmic law

t* ≈ (1/γ)[ln(b*/b0) + ln(a0/(a0 − b*))]. (10)

A tenfold increase of b0 changes the induction time by

Δt = −ln(10)/(k a0). (11)

The same factor in dose thus buys the same number of seconds, as long as b0 remains small. The level b* does not enter (11); it affects the offset in (10). If the end of induction is instead defined by a fixed etch rate on the rising side of the curve, that rate fixes b* up to corrections of order b0, and (11) still holds to leading order.

**What the finite supply changes**

With nitric acid held at a0, growth would be purely exponential and the level b* would be reached at ln(b*/b0)/γ. Comparison with (10) shows that depletion adds the delay

t_d = (1/γ) ln[a0/(a0 − b*)]. (12)

To leading order this delay does not depend on b0. It is small when b* is a small part of a0, because little nitric acid has then been used.

Finite supply also produces a maximum rate. The derivative of b(c0 − b) with respect to b is c0 − 2b, which vanishes at b = c0/2. The maximum of db/dt is therefore k c0²/4. Setting b = c0/2 in (5) gives its time,

t_p = ln(a0/b0)/(k c0), (13)

which is positive if b0 < a0. With a larger initial dose the rate falls from the start.

**Why the dependence is logarithmic**

Suppose the rate has the more general form db/dt = γ b[1 + g(b)], where g vanishes in proportion to b at small b and 1 + g stays positive. Since 1/(1 + g) = 1 − g/(1 + g), the time is

t* = (1/γ) ln(b*/b0) − (1/γ) ∫ g db/[b(1 + g)], (14)

with the integral running from b0 to b*. Its integrand is finite at b = 0, so the integral approaches a constant as b0 → 0. Effects that set in at larger b shift the induction time by that constant; they do not alter the leading slope. Depletion is one such effect, with g ≈ −b/a0.

The slope comes from the early stage, where the growth rate is proportional to b. If the rate were second order in nitrous acid, db/dt = k2 a b², then with a ≈ a0 integration would give

t* ≈ (1/(k2 a0))(1/b0 − 1/b*). (15)

As long as both doses are far below b*, a tenfold dose would divide the waiting time by about ten. Integration with finite nitric acid, for the a0 and b* of the example below and k2 = k/b*, gives a ratio of 10.006 between the times for b0 = 10⁻⁵ and 10⁻⁴ mol/L. A plot of induction time against ln b0 can thus distinguish the two orders.

**Limits at very small dose and under loss**

Equation (10) diverges as b0 → 0, because a system with no nitrous acid never starts in the model (2). Let nitric acid also react without the catalyst, at rate k0 a, again forming one HNO2. With β = k0/k,

db/dt = k (b + β)(c0 − b). (16)

Set B = b + β and C = c0 + β. Then c0 − b = C − B, and (16) becomes dB/dt = k B(C − B), which has the form of (4). The initial value of C − B is a0, so the solution (5) carries over:

t* = (1/(k(c0 + β))) ln[(b* + β) a0 / ((b0 + β)(c0 − b*))]. (17)

The time now has a finite ceiling at b0 = 0. The logarithmic range requires b0 to be much larger than β and much smaller than both a0 and a0 − b*. Nitrous acid already present in the nitric acid has a similar effect: b0 is then the sum of background and dose, and a dose much smaller than the background changes little.

Nitrous acid may also be lost, for example by decomposition to gases that escape. With a first-order loss constant l,

db/dt = (k a − l) b. (18)

Since a starts at a0 and can only fall, b never grows if l ≥ k a0. If l < k a0, early growth has the constant k a0 − l, and the time per decade becomes ln(10)/(k a0 − l). The level b* must also be attainable. Dividing (18) by da/dt = −k a b gives db/da = −1 + l/(k a), hence

b = b0 + a0 − a + (l/k) ln(a/a0). (19)

The largest b occurs at a = l/k. If this largest b lies below b*, the threshold is never reached.

**Worked example**

Take a 1 mm layer of strongly agitated, HF-rich etchant on silicon, with the round values a0 = 2 mol/L, k = 0.01 L/(mol s) and b* = 0.1 mol/L. Then γ = 0.01 × 2 = 0.02 s⁻¹. For b0 = 10⁻⁴ mol/L, equation (10) gives

t* ≈ ln[2 × 0.1/(10⁻⁴ × 1.9)]/0.02 = 6.96/0.02 ≈ 348 s,

or 5.8 min. From (11), each tenfold dose saves 2.303/0.02 = 115 s. Direct numerical integration of (2), with a0 fixed, gives these times beside the logarithmic law:

b0 = 10⁻⁵ mol/L: 463.1 s; law 463.1 s
b0 = 10⁻⁴ mol/L: 347.9 s; law 348.0 s
b0 = 10⁻³ mol/L: 232.7 s; law 232.8 s
b0 = 10⁻² mol/L: 116.8 s; law 117.7 s

The decimals serve to compare formula with integration; the physical model does not deserve them. At 10⁻³ mol/L the correction in (9) is −0.14 s, which accounts for the difference. At 10⁻² mol/L the law is high by 0.7% of the integrated time. The depletion delay (12) is ln(2/1.9)/0.02 = 2.6 s.

The etched depth follows from (1): one silicon atom is removed per net HNO2 formed. With molar volume V_m = 12.06 cm³/mol,

depth = h V_m (b − b0). (20)

For h = 0.1 cm, a concentration change of 1 mol/L, or 10⁻³ mol/cm³, removes 0.1 × 12.06 × 10⁻³ cm = 12.06 μm. At b* the depth is therefore 1.2 μm, against 24 μm at full conversion of the nitric acid. The etch rate at b* is 12.06 × 0.01 × 1.9 × 0.1 × 60 = 1.4 μm/min. The isothermal maximum, from k c0²/4, is 7.2 μm/min; for b0 = 10⁻⁴ mol/L it occurs at 495 s. If nitric acid supplied both oxidation steps of silicon, without hydrogen release, these depths and rates would be halved for the same k.

An assumed uncatalysed constant k0 = 10⁻⁸ s⁻¹ corresponds to β = 10⁻⁶ mol/L. The ceiling on the induction time is then 578 s, and the time for b0 = 10⁻⁵ mol/L falls from 463 to 458 s. An assumed loss constant of 10⁻³ s⁻¹ raises the time per decade from 115 to 121 s. Here l/k = 0.1 mol/L, and (19) gives a largest b of about 2 − 0.1 − 0.1 ln 20 = 1.6 mol/L, well above b*.

**Transport through the liquid**

Even in a stirred layer, a film of thickness δ next to the wafer is crossed by diffusion. Its effect depends on where the slow step occurs. Take equal diffusivities D and a steady, linear concentration profile in the film.

If the slow step is at the surface and J is the number of turns per area and time, the net production of HNO2 raises its surface concentration to b + Jδ/D. While b is small, nitric acid at the surface is still close to a0, so

J = k_s a0 (b + Jδ/D).

Solving for J, dividing by h and using k_s = k h gives the early growth constant

J/(h b) = γ/(1 − γhδ/D). (21)

Nitrous acid lingers where it is useful, and growth is faster. For δ = 10 μm and D = 2 × 10⁻⁵ cm²/s, γhδ/D = 0.02 × 0.1 × 10⁻³/(2 × 10⁻⁵) = 0.1. The growth constant rises to 0.0222 s⁻¹ and the time per decade falls to 104 s. The steady profile is justified here because δ²/D = 0.05 s is much shorter than the growth time. Equation (21) cannot be used as γhδ/D approaches one, since growth then becomes too fast for a steady film.

If the slow step is in the bulk, N2O4 must first cross the film. Let n be its bulk concentration and let the wafer consume it on arrival. The flux Dn/δ removes it from the layer at rate m n, with m = D/(δh), and returns two HNO2 for each N2O4. Early on,

db/dt = −γ b + 2m n,  dn/dt = γ b − m n.

For growth as exp(λt), these become (λ + γ)b = 2m n and (λ + m)n = γ b. Multiplying them and cancelling b n gives (λ + γ)(λ + m) = 2mγ, or

λ² + (γ + m)λ − mγ = 0. (22)

The positive root gives the growth. With m = 0.2 s⁻¹ it is 0.0169 s⁻¹, and the time per decade is 136 s. Growth is slower because nitrous acid is out of action while N2O4 travels to the wafer. Integration of both transport models gives the same times per decade as these growth constants.

The bulk result depends strongly on the assumption that the first step is irreversible. An N2O4 molecule waits about 1/m = 5 s before it reaches the wafer. If it meanwhile reacts back with water to HNO2 and HNO3, with a first-order constant k_r, the same steps give λ² + (γ + m + k_r)λ − mγ = 0. With k_r = 0.2 s⁻¹ the time per decade is already 247 s. In dilute aqueous solution this back reaction is much faster still, so 136 s is the limit without back reaction, not an estimate for a water-rich etchant.

**Heat, composition and the real etchant**

The reaction releases heat. Assume roughly 700 kJ per mole of silicon, an activation energy of 40 kJ/mol and a start at 298 K. With cooling of 0.1 W/(cm² K), and with heat release and heat removal taken to be in steady balance, the temperature rise at b* is 1.4 K and the induction time for b0 = 10⁻⁴ mol/L falls by 4 s. With no cooling and a heat capacity of 4 kJ/(L K), the rise is 17 K and the time falls by 38 s, or 11%. For small doses the time per decade remains 115 s, as (14) leads one to expect: heating becomes important late in the induction period. For larger doses this no longer holds without cooling: the step from 10⁻³ to 10⁻² mol/L then saves 105 s. The maximum rate is much more sensitive: with the cooling and heat capacity given above, a time-dependent heat balance raises it from 7.2 to about 15 μm/min. This case lies close to thermal runaway, so the figure depends strongly on the rough inputs: cooling of 0.12 or 0.08 W/(cm² K) gives about 12 or 31 μm/min, cooling of 0.05 W/(cm² K) lets the model run away, and an activation energy of 50 kJ/mol gives about 140 μm/min. Full conversion without cooling would correspond to 2 × 700/4 = 350 K, far outside the isothermal model.

Depending on composition, HF-nitric etching of silicon can run at micrometres to tens of micrometres per minute, so the rates in the example lie in a realistic range. The constant k was chosen to give such rates and is not a measured property. The 10 μm film represents vigorous agitation and is thin. For a slow step at the surface and the same constants, time-dependent diffusion gives about 61 s per decade for a 50 μm film, 24 s for a 100 μm film (where γhδ/D = 1) and 12 s for an unstirred 1 mm layer. Complete mixing can fail in a real bath: diffusion across an unstirred 1 mm layer takes a time of order h²/D = 500 s, ten times the growth time 1/γ = 50 s. Even with the thin film, the time per decade moves from 115 s to 104 s if the slow step is at the surface, or to 136 s if it is in the bulk and N2O4 does not react back on the way. Equation (11) should therefore be used with a growth constant determined for the same acid composition, wafer area, liquid volume, stirring and temperature.

The composition assumptions are better satisfied during induction than afterwards. As nitrous acid accumulates, it tends to decompose to nitric acid and NO. A rough estimate from standard potentials puts the equilibrium NO pressure near 0.1 atm at b*, but near 5 atm when b is 1 mol/L. The maximum rate and the depth at full conversion are therefore limits of the model without loss, not predictions for a real bath. With 24 mol/L HF and six HF used per silicon atom, 2.5% of the HF is consumed by the time b reaches b*, but 50% at full conversion. For a hydrogen ion concentration of 2 mol/L and a rough acid constant of 5 × 10⁻⁴ mol/L, 0.025% of the added nitrite remains unprotonated. Hydrogen is a larger disturbance. If all of it formed gas at 1 atm, it would occupy 2.4 times the liquid volume by the time b reaches b*. Bubbles can stir the layer, cover part of the wafer and carry away nitrogen oxides; their net effect on the induction time is not determined here. The numerical output below gives the remaining intermediate values.

Values computed for the example and the checks

```
initial nitric acid a0: 2.00 mol/L
rate constant k: 0.010 L/(mol s)
threshold b_star: 0.10 mol/L
liquid layer h: 1.00 mm
early growth constant k*a0: 0.0200 1/s
b0 1e-05 mol/L: integrated 463.08 s, exact 463.08 s, log law 463.08 s
b0 1e-04 mol/L: integrated 347.93 s, exact 347.93 s, log law 347.95 s
b0 1e-03 mol/L: integrated 232.68 s, exact 232.68 s, log law 232.82 s
b0 1e-02 mol/L: integrated 116.85 s, exact 116.85 s, log law 117.69 s
log-law change per decade: 115.13 s
integrated change, 1e-5 to 1e-4: 115.15 s
first correction at b0=1e-3 mol/L: -0.1427 s
reference dose for lines below: 1e-04 mol/L
reference induction time: 5.80 min
unlimited-nitric induction time: 345.39 s
depletion delay at threshold: 2.56 s
time of maximum etch rate: 495.15 s
silicon molar volume: 12.059 cm3/mol
etched depth at threshold: 1.205 um
etch rate at threshold: 1.375 um/min
maximum etch rate: 7.236 um/min
depth at full nitric conversion: 24.12 um
second-order time ratio, b0 1e-5/1e-4: 10.006
uncatalysed constant k0: 1.0e-08 1/s
equivalent seed beta: 1.0e-06 mol/L
induction ceiling at b0=0: 578.21 s
seeded induction at b0=1e-5 mol/L: 458.31 s
assumed HNO2 loss constant: 1.0e-03 1/s
change per decade with loss: 121.19 s
film thickness: 10.0 um; D: 2.0e-05 cm2/s
film diffusion time delta^2/D: 0.050 s
surface-step growth constant: 0.02222 1/s
surface-step change per decade: 103.62 s
bulk-step transfer constant m: 0.200 1/s
bulk-step growth constant: 0.01689 1/s
bulk-step change per decade: 136.36 s
assumed reaction heat: 700 kJ/mol Si
assumed activation energy: 40 kJ/mol
assumed heat transfer: 0.10 W/(cm2 K)
assumed heat capacity: 4.0 kJ/(L K)
bath temperature: 298.15 K
cooled temperature rise at threshold: 1.44 K
cooled induction shift: -3.85 s
adiabatic temperature rise at threshold: 17.48 K
adiabatic induction shift: -37.95 s
adiabatic change per decade: 115.09 s
assumed HF: 24.0 mol/L; used at threshold: 2.50 %
HF used at full conversion: 50.0 %
assumed H+: 2.0 mol/L; HNO2 Ka: 5.0e-04 mol/L
unprotonated nitrite: 0.025 %
H2 gas/liquid volume at threshold, 1 atm: 2.44
```
